Commensurate twists of bilayer graphene and their exact point groups, part 2

Two rigid, parallel honeycomb sheets with equal lattice constant a are twisted by a commensurate angle θ, 0 < θ < 60°; cos θ is then rational. Which exact symmetry results from a given rotation centre? The site group fixes a point of the rotation axis midway between the sheets; the crystal class contains the rotational parts of all symmetry operations, wherever their axes lie.

Lengths are in units of a (2.5 angstrom in the examples); points are complex numbers. Sheet 1 has lattice L, all i + jζ with integers i, j and ζ = exp(iπ/3); the units are the powers of ζ. Sheet 2 has lattice ρL, ρ = exp(iθ).

ζ² = ζ − 1,  ζ̄ = 1 − ζ,  λ = 1 + ζ,  λλ̄ = 3.

For coprime positive integers (m, r),

z = m + (m + r)ζ,  w = (m + r) + mζ,

z − w = rζ²,  z + w = (2m + r)λ,  N = 3m² + 3mr + r².

If 3 does not divide r, z' = z, w' = w and Σ = N. If r = 3k, z' = z/λ, w' = w/λ and Σ = N/3. Then ρ = z'/w', with no common factor in L. The shared translations are z'L; the supercell has side a√Σ. As pairs of lattices, twists by θ and 60° − θ are mirror images, from opposite families.

With a hexagon centre at 0, an unturned sheet has atoms at L + τ (A) and L − τ (B), τ = λ/3 = 1/λ̄. The points c₁ of sheet 1 and c₂ of sheet 2 (before its turn) lie on the rotation axis. With the origin moved by c₁, the hexagon centres are at L and d + ρL, where

d = c₁ − ρc₂,  L + ρL = L/w',

δ = w'd = w'c₁ − z'c₂, taken modulo L.

The listed "moire period" is a/[2 sin(θ/2)], which above 30° is not the visible period.

Q: And the possible operations? You should exclude mirrors, not just omit them.

A: An operation keeps the sheets or exchanges them. In the plane it acts as p → up + b or as p → vp̄ + b, with |u| = |v| = 1. That leaves four types.

Sheets kept, p → up + b: uL = L makes u a unit, and sheet 2 then accepts the same turn.

Sheets kept, p → vp̄ + b, a vertical mirror or glide plane: vL = L makes v a unit. Sheet 2 requires vρ̄L = ρL, so ρ² must be a unit.

Sheets exchanged, p → up + b, which includes inversion and the horizontal mirror: uL = ρL and uρL = L give u = ερ with a unit ε, so again ρ² must be a unit.

Sheets exchanged, p → vp̄ + b: vL = ρL gives v = ερ, and the second requirement, vρ̄L = εL = L, holds.

In the open interval ρ² is a unit only at θ = 30°. That angle is not commensurate, because its cosine is irrational. The second and third types are excluded. What remains are rotations about the normal and twofold rotations about axes in the plane, possibly combined with shifts. The class is thus a group of proper rotations, and the commensurate bilayer is chiral.

Q: Which of the remaining operations survive for a given δ?

A: It is enough to match hexagon centres, since the honeycomb has the full symmetry of L about each of them.

For a rotation u, sheet 1 requires b in L. Sheet 2 requires ud + b in d + ρL. Such a b exists exactly when (1 − u)d lies in L + ρL. Multiplying by w' gives

(1 − u)δ in L.

For an in-plane axis, sheet 1 must land on sheet 2, so b lies in d + ρL. Sheet 2 must land on sheet 1, so vd̄ + b lies in L. Together, d + vd̄ must lie in L + ρL. I multiply by w' and use d̄ = δ̄/w̄' and v = εz'/w':

w'vd̄ = ε(z'/w̄')δ̄.

The factor z'/w̄' is a unit. Indeed, ζw̄ = ζ[(2m + r) − mζ] = m + (m + r)ζ = z, and division by λ turns this into z' = w̄', because λ̄ = ζ̄λ. As ε runs over the six units, so does η = εz'/w̄'. The condition is

δ + ηδ̄ in L.

Q: Now classify δ.

A: A sixfold turn has 1 − ζ = ζ̄, a unit, so it requires δ in L. A threefold turn has 1 − ζ² = 2 − ζ = λ̄, so δ lies in L/λ̄ = τL. Modulo L this means 0, τ or −τ. A twofold turn requires 2δ in L.

If δ = 0, all six rotations and all six in-plane axes survive: class D6.

If δ = ±τ, I use τ̄ = ζ̄τ, so that τ + ητ̄ = (1 + ηζ̄)τ. This lies in L when λ̄ divides 1 + ηζ̄. Among the units e = ηζ̄, the values −1, ζ and ζ̄ give 0, λ and λ̄, which qualify. The values 1, ζ² and ζ̄² give 2, ζ and ζ̄, which do not. Three axes survive, those with η³ = 1: class D3.

If δ is half a lattice vector h but not in L, the condition is that h + ηh̄ lies in 2L. Modulo 2 there are three nonzero classes, 1, ζ and ζ², and multiplication by these permutes them. One class of η satisfies the condition, and it contains two units, η and −η. With the two rotations this gives D2.

For any other δ only the identity remains among the rotations. Two different in-plane axes would combine to a further rotation, so there is at most one. The class is C2 if δ satisfies δ + ηδ̄ in L for some η, and C1 otherwise.

Q: Apply this to atoms. Start from AA stacking and turn about an atom lying on an atom.

A: Then c₁ = c₂ = τ and

δ = (w' − z')τ.

A product xτ = x/λ̄ lies in L exactly when λ̄ divides x, which is the same as λ dividing x, since they differ by a unit.

If 3 does not divide r, w' − z' = −rζ², which does not contain λ. The class is D3.

If r = 3k, w' − z' = −3kζ²/λ = −kλ̄ζ², which does contain it. The class is D6.

For the other atomic start, AB stacking, take the axis on which an A atom of sheet 1 meets a B atom of sheet 2. Then c₁ = τ, c₂ = −τ and

δ = (w' + z')τ.

If 3 does not divide r, w' + z' = (2m + r)λ and the class is D6. If 3 divides r, w' + z' = 2m + r. This is not a multiple of 3, since m is not, and the class is D3.

Remainders 1 and 2 of r thus behave alike. They can exchange τ and −τ in δ, but not the class.

Q: A sixfold crystal from a turn about an atom? There is no sixfold axis at an atom.

A: There is none at that atom; it is elsewhere. Take (1,3) from AA, where z' = 2 + ζ and w' = 3 − ζ. With the origin at a hexagon centre of sheet 1,

w'd = (1 − 2ζ)(1 + ζ)/3 = (3 − 3ζ)/3 = 1 − ζ.

I seek a hexagon centre l of sheet 1 that coincides with d + ρl' of sheet 2. Multiplied by w', this reads

w'l − z'l' = 1 − ζ.

The choice l = −ζ, l' = −1 solves it: w'l = −3ζ + ζ² = −1 − 2ζ, and adding z' = 2 + ζ gives 1 − ζ. So at −ζ hexagon lies on hexagon, and that is a sixfold axis. Its distance from the rotation axis at τ is

|τ + ζ| = |1 + 4ζ|/3 = √21/3,

or 3.819 angstrom for a = 2.5 angstrom. The site group on the atomic axis remains D3. It has the threefold turn and in-plane twofold axes, each bisecting the angle between a bond direction of one sheet and one of the other.

Q: Why should AA and AB trade places between the families?

A: The mirror relation of the partner angles explains it. The reflection p → ζp̄ fixes τ, because ζτ̄ = τ, and it preserves the unturned honeycomb. It turns ρ into ρ̄, which is ζ̄ρ' with ρ' = exp[i(60° − θ)]. The extra turn ζ̄ acts on sheet 2 about the axis. It maps the honeycomb with hexagon centre at 0 to itself, but sends c₂ = τ to −τ modulo L. The mirror image of an AA twist about an atom by θ is therefore the AB twist about an atom by 60° − θ. An atom-by-atom comparison confirmed this for all ten pairs (m, r) with Σ ≤ 37.

Q: AB stacking also has axes where a hexagon centre meets an atom.

A: There c₁ = 0 and c₂ = τ, so δ = −z'τ. If λ divided z', then 3 would divide Σ. But N leaves the remainder r² modulo 3 in the first family, and N/3 = m² + 3mk + 3k² leaves m² in the second. Neither is zero. So δ is τ or −τ, and the class is D3 in both families.

The site group is smaller. An in-plane axis through that point would have to carry an atom to a hexagon centre, so only C3 remains. The twofold axes of the class pass elsewhere.

Q: Can one see the difference between D6 and D3 without testing operations?

A: Count the atoms that lie exactly above one another. An atom sτ + L of sheet 1 meets an atom d + ρ(s'τ + L) of sheet 2, with s and s' equal to ±1, when

(sw' − s'z')τ = δ modulo L.

Each solution (s, s') gives one eclipsed pair per supercell. Neither w' nor z' contains λ, so modulo L each of w'τ and z'τ is τ or −τ. The four sign choices give the left side the values 0, 0, 2τ and −2τ. Since 3τ lies in L, the last two are −τ and τ. A D6 bilayer has two eclipsed pairs per supercell, a D3 bilayer one, and the other classes none.

In the D3 case the orientation of the axes also follows. With p = z'y, the operation p → vp̄ becomes y → fȳ, where f = vz̄'/z'. Write z' = κw̄', with κ = ζ or 1 in the two families. Then ε = η/κ, v = ηz'/(κw') and z̄' = w'/κ, so

f = η/κ².

Both η³ and κ⁶ equal 1, hence f³ = 1. The axis makes half the phase angle of f with z', so the axes run along superlattice vectors. The layer group is p321.

Q: What about a bond midpoint, or no special point at all?

A: Turn AA stacking about a common point c. Then δ = (w' − z')c. Bond midpoints are half lattice vectors; for example, the atoms at τ and 2τ have the midpoint 3τ/2 = λ/2. The class is D6 when 2 divides (w' − z')λ. The factor λ has squared length 3 and cannot supply a 2. Since w' − z' is −rζ² or −kλ̄ζ², the condition is that r is even; for r = 3k this is the same as k even. If r is odd, δ is a true half vector and the class is D2. The site group is D2 in either case.

Thus (1,1) and (1,3) give D2 about a bond midpoint, while (1,2), at 32.20°, and (1,6), at 46.83°, give D6. As c varies freely, δ takes every value, so a generic centre gives C1.

The same formula lists all centres that give D6 from AA: the points of L/r in the first family and of L/(kλ̄) in the second. For r = 1 these are the hexagon centres alone. For r = 3 they are the hexagon centres and the atoms.

A search over all operations of a hexagonal lattice found these classes and site groups for the same ten pairs. The numerical output lists δ, class, site group and eclipsed pairs for four of them.

Q: How robust is such a classification? A real bilayer is never placed with perfect precision.

A: The offset d matters modulo L/w', whose spacing is a/√Σ. For the (31,1) twist this is a² divided by the supercell side,

2.5²/136.4 = 0.046 angstrom.

Sliding one sheet by such a lattice vector restores the same bilayer up to a shift. Sliding it by 1/√3 of this spacing, in the right direction, turns D6 into D3. The exact class of a large supercell thus depends on displacements far below a bond length.

The derivation also needs equal lattice constants and unstrained sheets. Forces share the symmetry of the structure, so a relaxation that follows them from the rigid start keeps it, unless the symmetric structure is unstable and a disturbance breaks it. At an incommensurate angle there is no supercell, so the bilayer is not a crystal and the classification by δ does not apply, but a site group about a single axis can still exist. With hexagon on hexagon this is D6, except at 30°, where the two types of operation excluded above are allowed and enlarge it to the 24 operations of D6d.

Computed results

```
lattice constant a = 2.500 angstrom
commensurate angles with Sigma <= 100: 28
(m,r) pairs searched atom by atom: 10
(m,r)=(1,1): theta = 21.7868 deg, Sigma = 7, atoms = 28
  supercell length = 6.614 angstrom, moire period = 6.614 angstrom, moire cells = 1
(m,r)=(1,3): theta = 38.2132 deg, Sigma = 7, atoms = 28
  supercell length = 6.614 angstrom, moire period = 3.819 angstrom, moire cells = 3
(m,r)=(1,2): theta = 32.2042 deg, Sigma = 13, atoms = 52
  supercell length = 9.014 angstrom, moire period = 4.507 angstrom, moire cells = 4
(m,r)=(1,6): theta = 46.8264 deg, Sigma = 19, atoms = 76
  supercell length = 10.897 angstrom, moire period = 3.146 angstrom, moire cells = 12
(m,r)=(31,1): theta = 1.0501 deg, Sigma = 2977, atoms = 11908
  supercell length = 136.405 angstrom, moire period = 136.405 angstrom, moire cells = 1
(m,r)=(94,3): theta = 1.0391 deg, Sigma = 9121, atoms = 36484
  supercell length = 238.760 angstrom, moire period = 137.848 angstrom, moire cells = 3
supercell length for (1,1) = 12.499 bohr
(m,r)=(1,1): z' = (1,2), w' = (2,1) in the basis 1, zeta
  hexagon on hexagon: delta = (0.000,0.000), class D6, site D6, eclipsed pairs 2
  atom on atom, from AA: delta = (0.667,0.667), class D3, site D3, eclipsed pairs 1
  atom on atom, from AB: delta = (0.000,0.000), class D6, site D3, eclipsed pairs 2
  hexagon on atom: delta = (0.333,0.333), class D3, site C3, eclipsed pairs 1
  bond midpoint, from AA: delta = (0.000,0.500), class D2, site D2, eclipsed pairs 0
  generic point, from AA: delta = (0.315,0.859), class C1, site C1, eclipsed pairs 0
(m,r)=(1,3): z' = (2,1), w' = (3,-1) in the basis 1, zeta
  hexagon on hexagon: delta = (0.000,0.000), class D6, site D6, eclipsed pairs 2
  atom on atom, from AA: delta = (0.000,0.000), class D6, site D3, eclipsed pairs 2
  atom on atom, from AB: delta = (0.667,0.667), class D3, site D3, eclipsed pairs 1
  hexagon on atom: delta = (0.667,0.667), class D3, site C3, eclipsed pairs 1
  bond midpoint, from AA: delta = (0.500,0.500), class D2, site D2, eclipsed pairs 0
  generic point, from AA: delta = (0.488,0.544), class C1, site C1, eclipsed pairs 0
(m,r)=(1,2): z' = (1,3), w' = (3,1) in the basis 1, zeta
  hexagon on hexagon: delta = (0.000,0.000), class D6, site D6, eclipsed pairs 2
  atom on atom, from AA: delta = (0.333,0.333), class D3, site D3, eclipsed pairs 1
  atom on atom, from AB: delta = (0.000,0.000), class D6, site D3, eclipsed pairs 2
  hexagon on atom: delta = (0.667,0.667), class D3, site C3, eclipsed pairs 1
  bond midpoint, from AA: delta = (0.000,0.000), class D6, site D2, eclipsed pairs 2
  generic point, from AA: delta = (0.629,0.717), class C1, site C1, eclipsed pairs 0
(m,r)=(1,6): z' = (3,2), w' = (5,-2) in the basis 1, zeta
  hexagon on hexagon: delta = (0.000,0.000), class D6, site D6, eclipsed pairs 2
  atom on atom, from AA: delta = (0.000,0.000), class D6, site D3, eclipsed pairs 2
  atom on atom, from AB: delta = (0.667,0.667), class D3, site D3, eclipsed pairs 1
  hexagon on atom: delta = (0.667,0.667), class D3, site C3, eclipsed pairs 1
  bond midpoint, from AA: delta = (0.000,0.000), class D6, site D2, eclipsed pairs 2
  generic point, from AA: delta = (0.976,0.088), class C1, site C1, eclipsed pairs 0
```
